# Direct Allowed Absorption Onset and Linear Extrapolation of the Optical Gap

The conduction-band offset between a semiconductor and an oxide follows from their valence-band offset and their two band gaps. The oxide gap can be estimated from an absorption spectrum by extending a straight line to zero. This problem derives that line and finds what its intercept means.

Hartree atomic units are used. The crystal has a filled valence band and an empty conduction band, at zero temperature. Near a nondegenerate minimum of their separation,

$$E_{cv}(\mathbf k)=E_g+\sum_{i=x,y,z}\frac{k_i^2}{2\mu_i},\qquad \frac1{\mu_i}=\frac1{m_{c,i}}+\frac1{m_{v,i}},$$

where $\mathbf k$ is measured from the minimum and both masses are positive: $m_v$ is the positive hole mass. Electrons are independent until part (g), and broadening is neglected. Let $p_{cv}=\mathbf e\cdot\mathbf p_{cv}$ be the momentum matrix element along the light polarization $\mathbf e$, and $P=|p_{cv}|^2$ its square per spin. The transition is called allowed if $P\neq0$ at the minimum. The photon energy is $\omega$, and $x=\omega-E_g$.

## (a) From transitions to the dielectric function

**Question.** A weak, spatially uniform light pulse acts on the crystal. By equating the energy taken up by the electrons to the work done by the field, express the imaginary dielectric function $\varepsilon_2(\omega)$ as an integral over $\mathbf k$.

**Solution.** Let $A(t)$ be the vector potential divided by the speed of light, so the field is $E=-dA/dt$. The electron has charge $-1$, and its kinetic energy becomes $(\mathbf p+\mathbf eA)^2/2$. The term linear in the field is $A(t)\,\mathbf e\cdot\mathbf p$. The term $A^2/2$ is a number at each time and causes no transition. A uniform field does not change $\mathbf k$, so transitions are vertical.

First-order perturbation theory gives the final conduction amplitude

$$a_c=-ip_{cv}\int_{-\infty}^{\infty}A(t)e^{iE_{cv}t}dt=-ip_{cv}\tilde A(E_{cv}),$$

where $\tilde A(\omega)=\int A(t)e^{i\omega t}dt$. The probability is $P|\tilde A(E_{cv})|^2$, and each transition takes up energy $E_{cv}$. With two spins, the absorbed energy per volume is

$$U=2\int\frac{d^3k}{(2\pi)^3}E_{cv}P|\tilde A(E_{cv})|^2
=\int_0^\infty d\omega\,\omega|\tilde A(\omega)|^2\;2\int\frac{d^3k}{(2\pi)^3}P\,\delta(E_{cv}-\omega).$$

The second form inserts $1=\int d\omega\,\delta(E_{cv}-\omega)$.

Macroscopically, $U=\int jE\,dt$. Let $\sigma_1$ be the real part of the conductivity. It is even in $\omega$, while the imaginary part is odd and integrates to zero. Parseval's theorem and $|\tilde E|^2=\omega^2|\tilde A|^2$ give

$$U=\frac1{2\pi}\int_{-\infty}^{\infty}\sigma_1|\tilde E|^2d\omega
=\frac1\pi\int_0^\infty\sigma_1\omega^2|\tilde A|^2d\omega.$$

In the Gaussian convention $\varepsilon=1+4\pi i\sigma/\omega$, so $\sigma_1=\omega\varepsilon_2/(4\pi)$ and the integrand is $\omega^3\varepsilon_2|\tilde A|^2/(4\pi^2)$. The pulse spectrum is arbitrary, so the factors multiplying $|\tilde A|^2$ must agree at each frequency:

$$\boxed{\varepsilon_2(\omega)=\frac{4\pi^2}{\omega^2}\,2\int\frac{d^3k}{(2\pi)^3}P\,\delta(E_{cv}-\omega).}$$

Here $E$ is the macroscopic field; local-field corrections are neglected.

## (b) The onset

**Question.** Evaluate this integral near the minimum for constant $P$. What changes if $p_{cv}$ vanishes at the minimum and grows linearly with $\mathbf k$?

**Solution.** Set $k_i=\sqrt{2\mu_i}\,q_i$. Then $E_{cv}=E_g+q^2$, and $d^3k=M\,d^3q$ with $M=\sqrt{8\mu_x\mu_y\mu_z}$. The joint density of states, including spin, is

$$J=\frac{2M}{(2\pi)^3}\int_0^\infty4\pi q^2\delta(q^2-x)dq
=\frac{M}{\pi^2}\,\frac{x}{2\sqrt x}=\frac{M\sqrt x}{2\pi^2}\qquad(x>0).$$

The factor $1/(2\sqrt x)$ is the inverse derivative of $q^2$ at $q=\sqrt x$. For $x<0$ the delta function has no root and $J=0$. Since $\varepsilon_2=4\pi^2PJ/\omega^2$,

$$\boxed{\omega^2\varepsilon_2=2PM\sqrt{x}.}$$

The square root is geometric: the surface of constant $E_{cv}$ has area proportional to $x$ in $q$-space, while the energy gradient grows as $\sqrt x$. Unequal masses alter the prefactor, not the exponent.

For the forbidden case write $p_{cv}=\sum_i a_iq_i$. On the sphere $q^2=x$ the angular average of $q_iq_j$ is $x\delta_{ij}/3$, so $P$ is replaced by $x\sum_i|a_i|^2/3$. Then $\omega^2\varepsilon_2=(2M/3)\sum_i|a_i|^2\,x^{3/2}$. A nonzero matrix element at the minimum is therefore essential to the square-root law.

As a test of the absolute prefactor, pairs of states were propagated in time under a weak pulse. The absorbed energy was 0.9999 of the value predicted with the boxed law.

## (c) The straight line

**Question.** Relate $\varepsilon_2$ to the intensity attenuation coefficient $\alpha$, and find a combination of $\alpha$ and $\omega$ that is linear in photon energy.

**Solution.** Let $N=n+i\kappa$ be the complex refractive index and $c$ the speed of light. A plane wave varies as $e^{i\omega(Nz/c-t)}$, so its intensity varies as $e^{-2\omega\kappa z/c}$ and $\alpha=2\omega\kappa/c$. The imaginary part of $N^2=\varepsilon$ is $2n\kappa=\varepsilon_2$. Hence

$$\alpha=\frac{\omega\varepsilon_2}{nc}=\frac{2PM\sqrt x}{nc\,\omega}.$$

Multiplication by $\omega$ removes the explicit denominator, and squaring removes the root:

$$\boxed{(\alpha\omega)^2=K(\omega-E_g),\qquad K=\left(\frac{2PM}{nc}\right)^2.}$$

If $P$ and $n$ are constant and the bands are parabolic, two points $(\omega_1,y_1)$ and $(\omega_2,y_2)$ with $y=(\alpha\omega)^2$ determine the gap:

$$E_g=\omega_1-y_1\frac{\omega_2-\omega_1}{y_2-y_1}.$$

The matrix element, masses and index affect the slope but cancel from the intercept. A constant scale error in $\alpha$ cancels too.

## (d) Bias from a finite fitting window

**Question.** Real spectra curve away from the line. Suppose $y=Kx(1+bx)$. A least-squares line is fitted with uniform weight over a window whose centre is $x=m$ and whose half-width is $h$. Where does it cross zero? How do index dispersion and the choice of plotting $\alpha^2$ enter $b$?

**Solution.** Put $x=m+t$, with $-h\le t\le h$. Then

$$\frac yK=m+bm^2+(1+2bm)t+bt^2.$$

Averages over the window are $\langle t\rangle=\langle t^3\rangle=0$ and $\langle t^2\rangle=h^2/3$. The fitted line $s+rt$ has

$$s=\langle y\rangle=K\left(m+bm^2+\frac{bh^2}{3}\right),\qquad
r=\frac{\langle ty\rangle}{\langle t^2\rangle}=K(1+2bm).$$

It vanishes at $t=-s/r$. The error of the extrapolated gap, relative to $E_g$, is thus

$$x_0=m-\frac{m+bm^2+bh^2/3}{1+2bm}
=\boxed{\frac{b(m^2-h^2/3)}{1+2bm}.}$$

The window lies above the gap, so $m\ge h$ and the bracket is positive. For $1+2bm>0$, upward curvature gives too large a gap and downward curvature too small a gap. The bias shrinks quadratically as the whole window is scaled towards the gap.

To leading order, $b=d\ln(y/x)/d\omega$ at the gap. Since $y\propto n^{-2}$, an index $n=n_g(1+\eta x)$ adds $-2\eta$ to $b$. Plotting $\alpha^2=y/\omega^2$ adds $-2/E_g$. All these plots share the same limiting intercept as the window closes on the gap, but they differ for a finite window.

## (e) Curvature in a solvable band model

**Question.** Find the spectrum and $b$ at constant $n$ for

$$H=\Delta\beta+v\,\boldsymbol\alpha\cdot\mathbf k,\qquad \Delta=E_g/2,$$

where $\beta,\alpha_i$ are anticommuting, traceless $4\times4$ matrices with unit squares. They are unrelated to the absorption coefficient.

**Solution.** Anticommutation gives $H^2=\mathcal E^2$, with $\mathcal E=\sqrt{\Delta^2+v^2k^2}$. The bands lie at $\pm\mathcal E$, each twofold degenerate, and $\omega=2\mathcal E$. Expansion at small $k$ gives equal masses $\Delta/v^2$ and $\mu=E_g/(4v^2)$.

For polarization along $z$, the operator coupled to $A$ is $\partial H/\partial k_z=v\alpha_z$. With $g=H/\mathcal E$, the projectors on the two bands are $(1\pm g)/2$. The squared matrix elements, summed over all partners, are

$$W=\frac{v^2}{4}\mathrm{Tr}[(1+g)\alpha_z(1-g)\alpha_z]
=v^2\left(1-\frac14\mathrm{Tr}[g\alpha_zg\alpha_z]\right),$$

because the two terms linear in $g$ cancel. Conjugation by $\alpha_z$ reverses every term of $g$ except that in $\alpha_z$, so

$$\frac14\mathrm{Tr}[g\alpha_zg\alpha_z]
=\frac{-\Delta^2-v^2k_x^2-v^2k_y^2+v^2k_z^2}{\mathcal E^2}
=-1+\frac{2v^2k_z^2}{\mathcal E^2}.$$

Thus $W=2v^2(1-v^2k_z^2/\mathcal E^2)$. The value per spin is $P=W/2$. Averaging $k_z^2$ to $k^2/3$ and using $v^2k^2/\mathcal E^2=(\omega^2-E_g^2)/\omega^2$,

$$P=v^2\frac{2\omega^2+E_g^2}{3\omega^2}.$$

Since $d\omega/dk=4v^2k/\omega$ and $k=\sqrt{\omega^2-E_g^2}/(2v)$,

$$J=\frac{k^2}{\pi^2\,d\omega/dk}=\frac{k\omega}{4\pi^2v^2}
=\frac{\omega\sqrt{\omega^2-E_g^2}}{8\pi^2v^3}.$$

Multiplication by $4\pi^2P$ gives

$$\boxed{\omega^2\varepsilon_2=\frac{\sqrt{\omega^2-E_g^2}\,(2\omega^2+E_g^2)}{6v\omega}.}$$

At small $x$ this becomes $E_g^{3/2}\sqrt x/(\sqrt2\,v)$. The law of part (b), with $P=v^2$ and $M=(2\mu)^{3/2}=[E_g/(2v^2)]^{3/2}$, gives the same result.

For constant $n$, $y/x\propto(\omega+E_g)(2\omega^2+E_g^2)^2/\omega^2$. Its logarithmic derivative at the gap is

$$b=\frac1{2E_g}+\frac8{3E_g}-\frac2{E_g}=\boxed{\frac7{6E_g}.}$$

The density of states contributes $5/(2E_g)$, from $J^2/x\propto\omega^2(\omega+E_g)$. The falling matrix element contributes $-4/(3E_g)$. They partly cancel in this model.

## (f) Reading a gap

**Question.** Take $E_g=0.2$ hartree, band masses 0.4 and $n=2$ at the gap. Fit from $x=0.005$ to $0.020$ hartree. How accurate are the extrapolated gaps? Compare constant $n$, a relative index slope $\eta=1$ hartree$^{-1}$, and a plot of $\alpha^2$ at constant $n$.

**Solution.** These are model parameters, not those of a named oxide. They give $\mu=0.2$, $v=0.5$ and $P=0.25$ at the gap. The parabolic prefactor is $2PM=2(0.25)(0.4)^{3/2}=0.1265$.

At the window centre, $\omega=0.2125$ hartree and the curved-band model gives $\varepsilon_2=0.3251$. Therefore

$$\alpha=\frac{0.2125\times0.3251}{2\times137.04}=2.520\times10^{-4}\ \text{bohr}^{-1},$$

or $4.76\times10^4$ cm$^{-1}$, and $(\alpha\omega)^2=2.868\times10^{-9}$ in atomic units.

The window has $m=0.0125$ and $h=0.0075$ hartree, so $m^2-h^2/3=1.375\times10^{-4}$. With $b=7/(6\times0.2)=5.833$ hartree$^{-1}$, part (d) predicts

$$x_0=\frac{5.833\times1.375\times10^{-4}}{1+2(5.833)(0.0125)}=0.00070\ \text{hartree}.$$

The numerical fits give:

- **Constant index:** 0.20078 hartree, or 5.463 eV, against the input 5.442 eV. The gap is 21 meV too large.
- **Changing index:** 0.20054 hartree, or 5.457 eV. Here $b=5.833-2=3.833$ hartree$^{-1}$, and the error falls to 15 meV. The positive slope is an assumption, standing for normal dispersion from higher-lying transitions. The edge itself pulls the other way. For a parabolic edge, $\varepsilon_2=Aw^{-2}\sqrt{w-1}$ with $w=\omega/E_g$, the Kramers-Kronig relation gives a contribution $Aw^{-2}(2-\sqrt{1+w})$ to $\varepsilon_1$ above the gap, and this falls with $\omega$. With a constant background fixing $n=2$ at the gap, the present parameters give $\eta$ near $-1$ hartree$^{-1}$, which would raise the error to about 26 meV. The net sign in a material depends on which contribution is larger.
- **Plot of $\alpha^2$:** 0.19953 hartree, or 5.429 eV. Now $b=5.833-10=-4.167$ hartree$^{-1}$, and the gap is 13 meV too small.

The first fitted shift is 0.00078 hartree, so the quadratic estimate is 10% below it. For $\alpha^2$ the estimate is $-0.00064$ hartree against a fitted $-0.00048$, a larger relative error. The next Taylor term accounts for most of the difference. If $y=Kx(1+bx+c_3x^2)$, the extra cubic has

$$\langle x^3\rangle=m^3+mh^2,\qquad
\frac{\langle tx^3\rangle}{\langle t^2\rangle}=3m^2+\frac{3h^2}{5},$$

where $\langle t^4\rangle=h^4/5$ was used. Repeating the zero-crossing calculation gives

$$x_0=\frac{b(m^2-h^2/3)+c_3(2m^3-2mh^2/5)}
{1+2bm+c_3(3m^2+3h^2/5)}.$$

Expansion of the spectrum gives $c_3=10/(9E_g^2)$ for $(\alpha\omega)^2$ and $16/(9E_g^2)$ for $\alpha^2$, at constant $n$. The predicted shifts become 0.00078 and $-0.00045$ hartree. The positive cubic term reinforces the positive bias of the constant-index $(\alpha\omega)^2$ plot and opposes the negative bias of the $\alpha^2$ plot. When both window edges were brought fifty times closer to the gap, all three fitted shifts agreed with the quadratic formula within 1%.

## (g) Electron-hole attraction

**Question.** Include a screened attraction $-1/(\epsilon_sr)$ between electron and hole, for isotropic parabolic bands. What happens to the onset and to the extrapolated gap if the effective Rydberg is $R=\mu/(2\epsilon_s^2)=0.0005$ hartree?

**Solution.** An excited pair is a superposition $\sum_{\mathbf k}\phi_{\mathbf k}|c\mathbf k,v\mathbf k\rangle$. Its transition amplitude is $p_{cv}\sum_{\mathbf k}\phi_{\mathbf k}$, proportional to the relative wavefunction at $r=0$. The free spectrum is therefore multiplied by the ratio $S$ of $|\phi(0)|^2$ with and without attraction, at the same energy and asymptotic normalization. Only s waves contribute at the origin.

Measure length in $\epsilon_s/\mu$ and write $x=R\nu^2$. The radial function $u=r\phi$ obeys

$$u''+(\nu^2+2/r)u=0,\qquad u(0)=0,\quad u'(0)=1.$$

Substitution of $u=re^{i\nu r}f(\zeta)$, $\zeta=-2i\nu r$, gives Kummer's equation $\zeta f''+(2-\zeta)f'-af=0$ with $a=1-i/\nu$. Its regular solution is the Kummer function $f={}_1F_1(a;2;\zeta)$. At large $|\zeta|$ this function has the standard form

$$f\simeq\frac{(-\zeta)^{-a}}{\Gamma(2-a)}+\frac{e^{\zeta}\zeta^{a-2}}{\Gamma(a)}.$$

After multiplication by $re^{i\nu r}$ the two terms are complex conjugates. Since $-\zeta=2\nu r\,e^{i\pi/2}$, we have $|(-\zeta)^{-a}|=e^{-\pi/(2\nu)}/(2\nu r)$. Twice the modulus of one term of $u$ is the oscillation amplitude

$$B=\frac{e^{-\pi/(2\nu)}}{\nu|\Gamma(1+i/\nu)|}.$$

The free solution $\sin(\nu r)/\nu$ has the same slope at the origin and amplitude $1/\nu$. Equalizing the amplitudes gives $S=1/(\nu B)^2$. With $|\Gamma(1+i\lambda)|^2=\pi\lambda/\sinh(\pi\lambda)$,

$$\boxed{S=\frac{e^{\pi/\nu}\pi/\nu}{\sinh(\pi/\nu)}=\frac{z}{1-e^{-z}},\qquad z=\frac{2\pi}{\nu}=2\pi\sqrt{R/x}.}$$

For $x\ll R$, $S\to z$ and $\omega^2\varepsilon_2\to2PM\,2\pi\sqrt R$. The continuum now starts at a finite value, 0.0178 atomic units here, instead of rising from zero. Bound s states also appear below the gap: the series terminates for $\nu=i/j$, $j=1,2,\ldots$, at energies $-R/j^2$. Towards the gap both the strengths and the spacings of these lines fall as $1/j^3$, and their mean strength per unit energy joins the continuum value. Even slight broadening therefore leaves no visible step at the gap itself.

Far above the gap, where $z\ll1$ and hence $x\gg4\pi^2R$, $S\simeq1+z/2$, so

$$(\alpha\omega)^2\simeq K\left(x+2\pi\sqrt{Rx}\right).$$

The relative correction decays as slowly as $\sqrt{R/x}$. The fit window does not reach this limit: at its ends $x/R$ is 10 and 40, and the full formula gives $S=2.303$ and 1.578. Multiplying $x$ by $S^2$ gives 0.0265 and 0.0498 hartree. A line through these two points crosses zero at

$$x_0\simeq0.005-0.0265\,\frac{0.015}{0.0498-0.0265}\simeq-0.012\ \text{hartree}.$$

The full fit gives $-0.0123$ hartree and an apparent gap of 0.1877 hartree, or 5.11 eV. For these parabolic bands the intercept is 0.34 eV below the input gap, and also below the lowest bound line at $0.2-0.0005=0.1995$ hartree. The band curvature of part (e) is left out here; it acts in the opposite direction, and multiplying the spectrum by it reduces the shift to about $-0.009$ hartree, or 0.25 eV. Both values belong to the chosen $R$, the chosen window and a constant index. The intercept is neither the band gap nor an exciton energy.

The chosen $R$ corresponds to $\epsilon_s=\sqrt{0.2/(2\times0.0005)}=14.1$. If screening were $n^2=4$, $R$ would be $0.2/(2\times4^2)=0.00625$ hartree, inside the fit window. The attraction is not a small correction even at the chosen $R$, and it would then be stronger still. The static Coulomb model itself omits frequency-dependent screening and short-range corrections.

For band alignment, let $\Delta E_v$ be the positive downward step of the valence edge from semiconductor to oxide. The conduction offset is

$$\Delta E_c=E_{g,\mathrm{oxide}}-E_{g,\mathrm{semiconductor}}-\Delta E_v.$$

An oxide gap that is 0.34 eV too small lowers the inferred conduction offset by the same amount, if the other two inputs are correct. The energy needed here is that of a separated electron and hole, not the energy of a bound pair. It is also the fundamental gap, from the valence maximum to the conduction minimum. The direct allowed gap treated here equals it only if both extrema lie at the same $\mathbf k$ and the transition between them is allowed. Oxides with an indirect or forbidden edge, several closely spaced valence bands, or an amorphous structure fall outside this model.

Visual straightness does not settle the matter. Any smooth curve is nearly linear over a sufficiently narrow interval, whether or not its transition is direct. Moving the fit window can expose curvature, but interpreting the intercept also requires evidence for the transition type and an estimate of the electron-hole attraction. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
Input gap: 0.200000 hartree = 5.4423 eV
Each band mass: 0.400 electron masses
Reduced mass: 0.200 electron masses
Band-coupling speed: 0.500 atomic units
P per spin: 0.2500 atomic units
Refractive index at gap: 2.000 (dimensionless)
Speed of light: 137.035999 atomic units
Fit start above gap: 0.0050 hartree
Fit end above gap: 0.0200 hartree
Prefactor of sqrt(x) in omega^2 eps2: 0.126492 a.u.
Ideal slope of (alpha omega)^2: 2.130094e-07 a.u.
Curved-band spectrum, constant index:
  x: 0.0050 hartree; omega: 0.2050 hartree
    eps2: 0.215986 (dimensionless)
    alpha: 1.615532e-04 bohr^-1 = 3.0529e+04 cm^-1
    (alpha omega)^2: 1.096829e-09 a.u.
  x: 0.0125 hartree; omega: 0.2125 hartree
    eps2: 0.325054 (dimensionless)
    alpha: 2.520283e-04 bohr^-1 = 4.7626e+04 cm^-1
    (alpha omega)^2: 2.868246e-09 a.u.
  x: 0.0200 hartree; omega: 0.2200 hartree
    eps2: 0.392497 (dimensionless)
    alpha: 3.150609e-04 bohr^-1 = 5.9538e+04 cm^-1
    (alpha omega)^2: 4.804346e-09 a.u.
Relative index slope: 1.000 hartree^-1
Curved bands, constant n:
  b: 5.833333 hartree^-1
  fitted gap: 0.200778 hartree = 5.4635 eV
  fitted shift: 0.000778 hartree
  bias-formula shift: 0.000700 hartree
Curved bands, changing n:
  b: 3.833333 hartree^-1
  fitted gap: 0.200537 hartree = 5.4569 eV
  fitted shift: 0.000537 hartree
  bias-formula shift: 0.000481 hartree
Curved bands, alpha^2 plot:
  b: -4.166667 hartree^-1
  fitted gap: 0.199525 hartree = 5.4294 eV
  fitted shift: -0.000475 hartree
  bias-formula shift: -0.000640 hartree
Effective exciton Rydberg: 0.000500 hartree
Corresponding screening constant: 14.1422
Coulomb factor at x=0.0050 hartree: 2.302651
Coulomb factor at x=0.0200 hartree: 1.577654
Coulomb step in omega^2 eps2: 0.017772 a.u.
Coulomb-case fitted gap: 0.187677 hartree = 5.1070 eV
Coulomb-case fitted shift: -0.012323 hartree
Pulse energy, propagated/predicted: 0.999914
```
